# Muon decay from the V-A interaction: rate, spectrum and asymmetry

A negative muon at rest decays into an electron, a muon neutrino and an electron antineutrino. The momenta are $p$ for the muon, $q$ for the electron, $k'$ for the neutrino and $k$ for the antineutrino. The energies released are far below the mass of the W boson, so the interaction is taken as local, and at tree level the amplitude is

$$M=\frac{G}{\sqrt2}\,[\bar u(k')\gamma^\alpha(1-\gamma_5)u(p)]\,[\bar u(q)\gamma_\alpha(1-\gamma_5)v(k)],$$

where $G$ is the Fermi constant. Neutrinos are massless. The muon and electron masses are $m$ and $m_e$, and $r=m_e^2/m^2$.

Units are $\hbar=c=1$, the metric is $(+,-,-,-)$, and $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$. Spinors are normalized to $u^\dagger u=2E$, so that $\sum u\bar u=\not q+m_e$ for the electron and $\sum v\bar v=\not k$ for the antineutrino. The decay rate is then

$$d\Gamma=\frac{1}{2m}\sum|M|^2\,(2\pi)^4\delta^4(p-q-k-k')\,\frac{d^3q}{(2\pi)^32E}\frac{d^3k}{(2\pi)^32\omega}\frac{d^3k'}{(2\pi)^32\omega'} .$$

The aim is to find how often the muon decays, how the electron energy is distributed, and how the electron direction depends on the muon spin.

## (a) The squared amplitude

**For a muon in a definite spin state, find $\sum|M|^2$, summed over the final spins.**

**Solution.** A muon state with spin four-vector $s$ obeys $s\cdot p=0$, $s^2=-1$, and has the projector

$$u\bar u=\tfrac12(\not p+m)(1+\gamma_5\not s)=\tfrac12(\not p+m+\not p\gamma_5\not s+m\gamma_5\not s).$$

The complex conjugate of the muon factor is $\bar u(p)(1+\gamma_5)\gamma^\beta u(k')$, so the projector stands between $(1-\gamma_5)$ and $(1+\gamma_5)$. A term with an even number of gamma matrices commutes with $\gamma_5$ and gives $(1-\gamma_5)(1+\gamma_5)=0$. This removes $m$ and $\not p\gamma_5\not s$. In the last term $(1-\gamma_5)\gamma_5=-(1-\gamma_5)$. What survives is

$$(1-\gamma_5)u\bar u(1+\gamma_5)=\tfrac12(1-\gamma_5)\not a(1+\gamma_5),\qquad a=p-ms .$$

The spin therefore enters through the replacement of $p$ by $a$. Define

$$T^{\alpha\beta}(b,c)=\mathrm{Tr}[\not b\gamma^\alpha(1-\gamma_5)\not c\gamma^\beta(1-\gamma_5)].$$

Since $(1+\gamma_5)\gamma^\beta=\gamma^\beta(1-\gamma_5)$, the muon factor gives $\tfrac12T^{\alpha\beta}(k',a)$. The electron factor gives $T_{\alpha\beta}(q,k)$; its $m_e$ term contains an odd number of gamma matrices and has zero trace. Thus

$$\sum|M|^2=\frac{G^2}{2}\cdot\frac12\,T^{\alpha\beta}(k',a)\,T_{\alpha\beta}(q,k).$$

To evaluate $T$, move the first chiral factor through the two matrices to its right and use $(1-\gamma_5)^2=2(1-\gamma_5)$. With $\epsilon^{0123}=1$, the trace of four gamma matrices and $\gamma_5$ is $-4i\epsilon^{\mu\nu\rho\sigma}$, so

$$T^{\alpha\beta}(b,c)=8[b^\alpha c^\beta+b^\beta c^\alpha-g^{\alpha\beta}b\cdot c]+8i\,\epsilon^{\mu\alpha\nu\beta}b_\mu c_\nu .$$

In the product of two such tensors, the symmetric and antisymmetric parts do not mix. The symmetric parts of $T(b,c)$ and $T(d,e)$ give

$$64[2(b\cdot d)(c\cdot e)+2(b\cdot e)(c\cdot d)+(4-2-2)(b\cdot c)(d\cdot e)].$$

For the antisymmetric parts, $\epsilon^{\mu\alpha\nu\beta}\epsilon_{\rho\alpha\sigma\beta}=-2(\delta^\mu_\rho\delta^\nu_\sigma-\delta^\mu_\sigma\delta^\nu_\rho)$ and $(8i)^2=-64$ give

$$128[(b\cdot d)(c\cdot e)-(b\cdot e)(c\cdot d)].$$

The crossed products cancel in the sum, leaving $256(b\cdot d)(c\cdot e)$. With $b=k'$, $c=a$, $d=q$, $e=k$,

$$\boxed{\sum|M|^2=64G^2\,(a\cdot k)(q\cdot k'),\qquad a=p-ms.}$$

The antineutrino is paired with the muon, and the neutrino with the electron. No approximation in $m_e$ has been made.

## (b) The unobserved neutrinos

**Put $Q=k+k'=p-q$ and evaluate**

$$I^{\alpha\beta}=\int\frac{d^3k}{2\omega}\frac{d^3k'}{2\omega'}\,\delta^4(Q-k-k')\,k^\alpha k'^\beta .$$

**Solution.** The measure is Lorentz invariant and $Q$ is the one vector on which the result can depend. A term with $\epsilon^{\alpha\beta\mu\nu}Q_\mu Q_\nu$ vanishes, so

$$I^{\alpha\beta}=A\,Q^2g^{\alpha\beta}+B\,Q^\alpha Q^\beta ,$$

where $A$ and $B$ are pure numbers by dimensions. First take the integral without $k^\alpha k'^\beta$. In the frame where $\mathbf Q=0$, the two energies are equal and

$$\int\frac{4\pi\omega^2d\omega}{4\omega^2}\,\delta(\sqrt{Q^2}-2\omega)=\frac{\pi}{2}.$$

Because the neutrinos are massless, $Q^2=2k\cdot k'$ and $Q\cdot k=Q\cdot k'=Q^2/2$. Contracting $I^{\alpha\beta}$ with $g_{\alpha\beta}$, and then with $Q_\alpha Q_\beta$, gives

$$4A+B=\frac12\cdot\frac\pi2=\frac\pi4,\qquad A+B=\frac14\cdot\frac\pi2=\frac\pi8 .$$

Subtraction yields $3A=\pi/8$, hence $A=\pi/24$ and $B=\pi/12$:

$$\boxed{I^{\alpha\beta}=\frac{\pi}{24}\left(Q^2g^{\alpha\beta}+2Q^\alpha Q^\beta\right).}$$

## (c) The rate in energy and angle

**Let $x=2E/m$, let $\theta$ be the angle between the electron momentum and the muon spin direction $\hat{\mathbf s}$, and let $P$ be the degree of polarization. Find $d^2\Gamma/(dx\,d\cos\theta)$, keeping the electron mass.**

**Solution.** Start with $P=1$. In the muon rest frame $p=(m,\mathbf 0)$ and $s=(0,\hat{\mathbf s})$. Put $y=\sqrt{x^2-4r}$, so that $|\mathbf q|=my/2$, and write $c=\cos\theta$. The metric gives $s\cdot q=-|\mathbf q|c$, and $s\cdot Q=-s\cdot q=+|\mathbf q|c$. The four products needed are

$$Q^2=m^2(1+r-x),\qquad Q\cdot q=\tfrac12m^2(x-2r),$$

$$a\cdot q=\tfrac12m^2(x+yc),\qquad a\cdot Q=\tfrac12m^2(2-x-yc).$$

Contraction of the neutrino tensor with $a_\alpha q_\beta$ requires

$$Q^2\,a\cdot q+2(a\cdot Q)(Q\cdot q)=\frac{m^4}{2}\left[(1+r-x)(x+yc)+(2-x-yc)(x-2r)\right].$$

The terms without $c$ are

$$x+rx-x^2+2x-4r-x^2+2rx=3x(1+r)-2x^2-4r ,$$

and the coefficient of $yc$ is $(1+r-x)-(x-2r)=1+3r-2x$. Call the complete square bracket $K$.

For the electron phase space, $|\mathbf q|\,d|\mathbf q|=E\,dE$, and the azimuth about the spin gives $2\pi$:

$$\frac{d^3q}{2E}=\frac12|\mathbf q|\,dE\,2\pi\,dc=\frac{\pi}{4}m^2y\,dx\,dc .$$

The powers of $2\pi$ in the rate combine to $(2\pi)^{4-9}=1/(32\pi^5)$. Collecting all factors,

$$\frac{d^2\Gamma}{dx\,dc}=\frac1{2m}\cdot\frac1{32\pi^5}\cdot\frac{\pi m^2y}{4}\cdot64G^2\cdot\frac{\pi}{24}\cdot\frac{m^4}{2}K=\frac{G^2m^5}{192\pi^3}\,yK .$$

A partly polarized muon is a mixture of spin along and against $\hat{\mathbf s}$ with probabilities $(1\pm P)/2$. The rate is linear in $c$, so averaging replaces $c$ by $P\cos\theta$. With $\Gamma_0=G^2m^5/192\pi^3$,

$$\boxed{\frac{d^2\Gamma}{dx\,d\cos\theta}=\Gamma_0\,y\left[3x(1+r)-2x^2-4r+P\cos\theta\;y(1+3r-2x)\right].}$$

The lower limit $x=2\sqrt r$ is an electron at rest. The upper limit $x=1+r$ follows from $Q^2\ge0$.

## (d) The light-electron limit

**Neglect $m_e$. Find the total rate, the normalized energy spectrum, the mean of $x$, and the angular law. How does the angular law change if electrons with $x<1/2$ are discarded?**

**Solution.** Setting $r=0$ gives $y=x$ and

$$\frac{d^2\Gamma}{dx\,d\cos\theta}=\Gamma_0\,x^2\left[3-2x+P\cos\theta\,(1-2x)\right],\qquad0\le x\le1 .$$

Integration over $\cos\theta$ removes the polarized term and doubles the other. Therefore

$$\Gamma=\Gamma_0\int_0^12x^2(3-2x)\,dx=\Gamma_0(2-1)=\boxed{\frac{G^2m^5}{192\pi^3}} .$$

The normalized spectrum is $n(x)=2x^2(3-2x)$, whose shape is the Michel form $x^2(3-2x)$. The derivative $n'(x)=12x(1-x)$ is positive for $0<x<1$, so the spectrum rises up to $x=1$ and then stops. The mean is

$$\langle x\rangle=\int_0^1(6x^3-4x^4)\,dx=\frac32-\frac45=\frac7{10}.$$

This exceeds the value $2/3$ that an equal division of the muon energy would give.

At fixed energy the angular distribution is proportional to $1+P\,A(x)\cos\theta$, with

$$A(x)=\frac{1-2x}{3-2x}.$$

To average over energy, integrate numerator and denominator separately, since each energy must count with its own rate:

$$\bar A=\frac{\int_0^1x^2(1-2x)dx}{\int_0^1x^2(3-2x)dx}=\frac{1/3-1/2}{1-1/2}=-\frac13,$$

$$\boxed{\frac1\Gamma\frac{d\Gamma}{d\cos\theta}=\frac12\left(1-\frac P3\cos\theta\right).}$$

More electrons leave against the muon spin than along it. For $x>1/2$ the two integrals become

$$\int_{1/2}^1x^2(1-2x)\,dx=-\frac16-\frac1{96}=-\frac{17}{96},\qquad\int_{1/2}^1x^2(3-2x)\,dx=\frac{13}{32}.$$

The selection keeps $2\times13/32=13/16$ of the electrons and changes the coefficient to $-17/39$. It strengthens the asymmetry because the discarded electrons have $A>0$ and dilute the rest.

For a positive muon, use the symmetry of the interaction. Charge conjugation changes the relative sign of the vector and axial currents, and parity changes it back, so the combined operation CP leaves the interaction unchanged. CP turns a negative muon into a positive one, keeps its spin, and reverses the momentum of the charged lepton. The term in $\cos\theta$ therefore changes sign, while the rate and spectrum stay the same.

## (e) The effect of the electron mass

**Find the factor $f(r)$ by which the total rate differs from $\Gamma_0$.**

**Solution.** Integrating the result of (c) over $\cos\theta$,

$$f(r)=2\int_{2\sqrt r}^{1+r}y\left[3x(1+r)-2x^2-4r\right]dx .$$

The root disappears with $x=t+r/t$, for which $y=t-r/t$ and $dx=(y/t)\,dt$. The limits become $t=\sqrt r$ and $t=1$. The two factors of the integrand are

$$\frac{y^2}{t}=t-\frac{2r}{t}+\frac{r^2}{t^3},$$

$$[\ldots]=-2t^2+3(1+r)t-8r+\frac{3r(1+r)}t-\frac{2r^2}{t^2}.$$

Their product is

$$-2t^3+3(1+r)t^2-4rt-3r(1+r)+\frac{12r^2}{t}-\frac{3r^2(1+r)}{t^2}-\frac{4r^3}{t^3}+\frac{3r^3(1+r)}{t^4}-\frac{2r^4}{t^5},$$

with the antiderivative

$$F(t)=-\frac{t^4}2+(1+r)t^3-2rt^2-3r(1+r)t+12r^2\ln t+\frac{3r^2(1+r)}t+\frac{2r^3}{t^2}-\frac{r^3(1+r)}{t^3}+\frac{r^4}{2t^4}.$$

At the upper limit $F(1)=\tfrac12-4r+4r^3-\tfrac12r^4$. At $t=\sqrt r$ the powers cancel in pairs and $F(\sqrt r)=6r^2\ln r$. Since $f=2[F(1)-F(\sqrt r)]$,

$$\boxed{f(r)=1-8r+8r^3-r^4-12r^2\ln r .}$$

As $r\to0$ the rate returns to $\Gamma_0$, with leading relative correction $-8r$. As $r\to1$ it vanishes, because no energy is left for the neutrinos. The massless spectrum and asymmetry need more care than the total rate: they require $x\gg2\sqrt r$, since they replace $y=\sqrt{x^2-4r}$ by $x$.

## (f) Why the asymmetry changes sign

**Explain from the spins why, for light electrons, $A=-1$ at the endpoint and $A\to+1/3$ at low energy.**

**Solution.** The interaction produces a left-handed neutrino, a right-handed antineutrino and, when its mass is negligible, a left-handed electron. In the muon rest frame

$$a\cdot k=m\omega(1+\hat{\mathbf s}\cdot\hat{\mathbf k}),\qquad q\cdot k'=E\omega'(1-\hat{\mathbf q}\cdot\hat{\mathbf k}').$$

At $x=1$, $Q^2=0$, so both neutrinos travel together against the electron. Along $\hat{\mathbf q}$ the neutrino has spin projection $+1/2$ and the antineutrino $-1/2$, with sum zero. Collinear momenta carry no orbital angular momentum along their common axis. The electron, with projection $-1/2$, must therefore carry that of the muon. The probability of finding the muon spin opposite to $\hat{\mathbf q}$ is $(1-\cos\theta)/2$, in agreement with $\hat{\mathbf k}=-\hat{\mathbf q}$ in $a\cdot k$.

At low energy, in the range $m_e\ll E\ll m$, the neutrinos are back to back. Let $\mathbf n$ be the antineutrino direction. Both neutrinos now have projection $+1/2$ along $\mathbf n$, together $+1$. A muon of spin one half can supply this if its own projection is $+1/2$ and the electron takes $-1/2$. A left-handed electron with spin against $\mathbf n$ prefers to move along $\mathbf n$. The weight is accordingly

$$(1+\hat{\mathbf s}\cdot\mathbf n)(1+\hat{\mathbf q}\cdot\mathbf n).$$

Averaging over $\mathbf n$ removes the linear terms and uses $\langle n_in_j\rangle=\delta_{ij}/3$, which leaves $1+\tfrac13\cos\theta$. The electron now tends to follow the muon spin. The two limits have opposite signs, so $A$ must cross zero between them; the formula places the crossing at $x=1/2$.

## (g) Numbers for the real muon

**Take $m=105.658$ MeV, $m_e=0.5110$ MeV and $G=1.16638\times10^{-5}\ \mathrm{GeV}^{-2}$. Evaluate the lifetime, the electron energies and the asymmetry, and judge the neglect of $m_e$.**

**Solution.** In MeV units $G=1.16638\times10^{-11}\ \mathrm{MeV}^{-2}$, and $1/(192\pi^3)=1.67977\times10^{-4}$. The width is

$$\Gamma_0=1.67977\times10^{-4}\,(1.16638\times10^{-11})^2(105.658)^5\ \mathrm{MeV}=3.009\times10^{-16}\ \mathrm{MeV}.$$

Division by $\hbar$ gives $4.572\times10^5\ \mathrm{s}^{-1}$, or a lifetime of $2.187\ \mu\mathrm s$.

The squared mass ratio is $r=2.339\times10^{-5}$, so $8r=1.87\times10^{-4}$ and $f(r)=0.99981$. The electron mass lengthens the tree-level lifetime by about 0.02 percent, from 2.1874 to $2.1878\ \mu\mathrm s$. The lower end of the spectrum lies at $2\sqrt r\approx0.0097$, so at tree level the electron mass can be neglected over most of the energy range. The neglect fails for the slowest electrons: with the tree-level finite-mass formula of (c), the ratio of the $P\cos\theta$ term to the isotropic term reaches a maximum of only about 0.306, near $x=0.04$, instead of the limit $1/3$, and falls to zero for an electron at rest.

The endpoint energy is $m/2=52.83$ MeV, and the mean electron energy is $0.7\times52.83=36.98$ MeV. The massless formulas give:

| $x$ | $n(x)$ | $A(x)$ |
|---|---|---|
| 0.10 | 0.056 | +0.286 |
| 0.25 | 0.313 | +0.200 |
| 0.50 | 1.000 | 0 |
| 0.75 | 1.688 | −0.333 |
| 0.90 | 1.944 | −0.667 |
| 1.00 | 2.000 | −1.000 |

The positive asymmetries are at most 1/3 and belong to energies with fewer electrons, while the negative ones reach $-1$. Both facts make the average negative. For $P=1$ the hemisphere along the spin receives

$$\int_0^1\frac12\left(1-\frac z3\right)dz=\frac5{12}=0.417$$

of the electrons, and the opposite one 0.583. Keeping $x>1/2$ retains 0.8125 of them and changes the coefficient from $-0.333$ to $-0.436$. Numerical integration of the finite-mass formula over all energies gives $-0.3334$, so the electron mass hardly affects this average.

The lifetime is not an independent prediction, because $G$ is itself determined from the measured muon lifetime. The tree result also lacks the finite W mass, whose effect is governed by $m^2/M_W^2$, and photon emission and exchange. To first order in the fine-structure constant $\alpha$, photons multiply the total rate by $1+\frac{\alpha}{2\pi}\left(\frac{25}{4}-\pi^2\right)$, a decrease of 0.42 percent that moves the lifetime from 2.1878 to $2.1970\ \mu\mathrm s$, the measured value. Their effect on the spectrum and asymmetry is enhanced by $\ln(m/m_e)$ and is much larger than that of the electron mass, because fast electrons that radiate are moved to lower energy. They raise $n(x)$ by about 25 percent at $x=0.10$ and 7 percent at $x=0.25$, and lower it by about 3 percent at $x=0.90$. They reduce $A$ from 0.286 to about 0.21 at $x=0.10$ and to about 0.12 at $x=0.04$. The low-energy rows of the table and the maximum of 0.306 are therefore properties of the tree model, not of the observed spectrum. The extra decimals above show the size of the electron-mass effect within this model; they are not the accuracy of the model itself.

Numbers in the example were calculated in double precision.
